# Relaxing polar moire domains: a descent scheme and its wall-energy limit

## 1. Definitions and conventions

Two identical monolayers are stacked parallel and twisted by a small angle \(\theta\) (in radians in formulas). A single layer has no out-of-plane dipole, as in hBN; the polarization arises from the stacking. Each has lattice vectors \(\mathbf a_1,\mathbf a_2\) of length \(a\), 60° apart. The shortest reciprocal vectors \(\mathbf G_1,\mathbf G_2\), with \(\mathbf a_i\cdot\mathbf G_j=2\pi\delta_{ij}\), and \(\mathbf G_3=-\mathbf G_1-\mathbf G_2\) are 120° apart and have length \(G=4\pi/(\sqrt3a)\).

The local stacking is the in-plane offset of one layer from the other,

\[
\mathbf b(\mathbf r)=\theta\,\hat z\times\mathbf r+\mathbf u(\mathbf r),\qquad \hat z\times(x,y)=(-y,x).
\]

The relative displacement \(\mathbf u\) is shared equally: the layers move by \(\pm\mathbf u/2\). It is periodic on the moire cell, whose vectors obey \(\theta\,\hat z\times\mathbf A_i=\mathbf a_i\), so \(\mathbf A_i=-\hat z\times\mathbf a_i/\theta\). The period is \(L=a/\theta\) and the cell area \(\sqrt3L^2/2\). At \(\mathbf r=s_1\mathbf A_1+s_2\mathbf A_2\) the rigid stacking is \(s_1\mathbf a_1+s_2\mathbf a_2\).

The model assumes linear isotropic elasticity, a stacking energy that depends on the local \(\mathbf b\) through one star of Fourier terms, and no imposed heterostrain. With \(\langle\cdot\rangle\) the cell average, the energy per area is

\[
W=\Big\langle\tfrac{\lambda}{4}(\nabla\!\cdot\mathbf u)^2+\tfrac{\mu}{2}\varepsilon_{ij}\varepsilon_{ij}+V(\mathbf b)-E\,P(\mathbf b)\Big\rangle,
\]
\[
V=2c_1\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf b)+3c_1,\qquad
P=\frac{2P_0}{3\sqrt3}\sum_{j=1}^3\sin(\mathbf G_j\cdot\mathbf b).
\]

Here \(\lambda,\mu\) are the Lamé constants of one layer, \(\varepsilon\) is the symmetric gradient of \(\mathbf u\), \(c_1>0\), and \(E\) is an out-of-plane field.

**Elastic factors.** One layer with strain \(\pm\varepsilon/2\) stores \(\frac14[\frac\lambda2(\nabla\!\cdot\mathbf u)^2+\mu\varepsilon_{ij}\varepsilon_{ij}]\). Two layers store twice that, which gives the prefactors above. The rigid twist has an antisymmetric gradient and costs nothing.

**Stacking energies.** At \(\mathbf b=0\) (AA) the cosines sum to 3 and \(V=9c_1\). At \(\mathbf b=(\mathbf a_1+\mathbf a_2)/3\) (AB) each cosine is \(-\frac12\) and each sine \(\sqrt3/2\), so \(V=0\) and \(P=P_0\). Reversing \(\mathbf b\) gives BA, with \(V=0\) and \(P=-P_0\). At \(\mathbf b=\mathbf a_1/2\) the cosines are \(-1,1,-1\) and \(V=c_1\); section 2 shows that this is a saddle.

## 2. Residual, curvature bound and step

Write \(\mathbf u=\sum_{\mathbf q}\mathbf u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\). The strain amplitude is \(\frac i2(q_iu_j+q_ju_i)\), so \(\langle\varepsilon_{ij}\varepsilon_{ij}\rangle=\frac12\sum_{\mathbf q}(q^2|\mathbf u_{\mathbf q}|^2+|\mathbf q\cdot\mathbf u_{\mathbf q}|^2)\). The elastic energy becomes

\[
\tfrac12\sum_{\mathbf q}\mathbf u^*_{\mathbf q}\cdot K(\mathbf q)\mathbf u_{\mathbf q},\qquad
K=\tfrac12\big[(\lambda+\mu)\mathbf q\mathbf q+\mu q^2\mathbf 1\big].
\]

With \(f=2EP_0/(3\sqrt3)\) and \(\varphi_j=\mathbf G_j\cdot\mathbf b\), the energy gradient is

\[
\mathbf R=K\mathbf u-\sum_j\mathbf G_j\,(2c_1\sin\varphi_j+f\cos\varphi_j).
\]

**Curvature.** The local energy contains \(2c_1\cos\varphi_j-f\sin\varphi_j=\rho\cos(\varphi_j+\delta)\), with \(\rho=\sqrt{4c_1^2+f^2}\) and \(\tan\delta=f/2c_1\). Its Hessian is \(H=-\rho\sum_j\cos(\varphi_j+\delta)\,\mathbf G_j\mathbf G_j\). Three equal vectors 120° apart satisfy \(\sum_j\mathbf G_j\mathbf G_j=\frac32G^2\mathbf 1\). Since \(-\cos\le1\), every unit vector \(\mathbf n\) gives

\[
\mathbf n\cdot H\mathbf n\le\rho\sum_j(\mathbf G_j\cdot\mathbf n)^2=\tfrac32G^2\sqrt{4c_1^2+f^2}\equiv\tau .
\]

At zero field and \(\mathbf b=\mathbf a_1/2\), \(H=2c_1(\frac32G^2\mathbf 1-2\mathbf G_2\mathbf G_2)\). Its eigenvalues are \(-c_1G^2\) along \(\mathbf G_2\) and \(3c_1G^2=\tau\) across it. The point is a saddle, and no smaller uniform bound holds.

**Descent.** The elastic part is quadratic and the local part has curvature at most \(\tau\). For any change \(\mathbf d\),

\[
W[\mathbf u+\mathbf d]\le W[\mathbf u]+\langle\mathbf R\cdot\mathbf d\rangle+\tfrac12\langle\mathbf d\cdot M\mathbf d\rangle,\qquad M=K+\tau .
\]

The right side is smallest where \(\mathbf R+M\mathbf d=0\). Inserting \(\mathbf d=-M^{-1}\mathbf R\) gives \(-\langle\mathbf R\cdot M^{-1}\mathbf R\rangle+\frac12\langle\mathbf R\cdot M^{-1}\mathbf R\rangle\), hence

\[
W_{\rm new}\le W_{\rm old}-\tfrac12\langle\mathbf R\cdot M^{-1}\mathbf R\rangle .
\]

No line search is needed. \(W\) is bounded below, so the decreases have a finite sum, and on a fixed grid \(\mathbf R\to0\). This proves approach to stationarity, not to the global minimum. The argument holds for the discrete energy too, because the bound applies at each grid point. The inequality was tested at every step of every relaxation below, with \(10^{-13}\) eV/nm² allowed for rounding.

## 3. Pseudocode and cost

```
input: a, lambda, mu, c1, P0, E, decreasing angles, odd grids n
u = 0
for each angle theta:
    interpolate u to the new grid by zero-padding its spectrum
    build b0 = s1 a1 + s2 a2, wavevectors q, K(q), tau
    repeat:
        phase_j = G_j . (b0 + u)
        slope   = -sum_j G_j (2 c1 sin phase_j + f cos phase_j)
        R_q     = K(q) u_q + FFT(slope)
        stop if rms(R) < 1e-8 c1 G
        u_q     = u_q - (K(q) + tau)^(-1) R_q
        u       = inverse FFT(u_q)
    record W, E_cell = W * area, and the map P(b0 + u)
```

The matrix to invert is 2×2 at each \(\mathbf q\). It equals \(\tau+\frac12(\lambda+2\mu)q^2\) for displacement along \(\mathbf q\) and \(\tau+\frac12\mu q^2\) across it. At \(\mathbf q=0\) it is \(\tau\), so uniform shifts need no special treatment.

The grid is odd because an even grid has an unpaired highest frequency, for which the sign of \(q_xq_y\) is undefined. The field is carried between angles at fixed \((s_1,s_2)\), which keeps the stacking map and lets the walls sharpen.

A step needs a forward and a backward transform of two components, and three sines and cosines per point. At fixed spacing \(n\propto L\), so a step costs of order \(L^2\log L\) and storage grows as \(L^2\).

## 4. Stability and local convergence

Near a stationary state let the error be \(\mathbf e\). Then \(\mathbf R\simeq(K+H)\mathbf e\), and one step gives

\[
\mathbf e_{\rm new}=\mathbf e-M^{-1}(K+H)\mathbf e=M^{-1}(\tau-H)\,\mathbf e .
\]

The factors, that is, the eigenvalues of \(M^{-1}(\tau-H)\), are non-negative because \(H\le\tau\). They do not exceed 1 if \(K+H\) has no negative eigenvalue; a factor above 1 marks an unstable state.

Two factors equal 1 in the continuum. Replacing \(\mathbf b(\mathbf r)\) by \(\mathbf b(\mathbf r+\boldsymbol\delta)\) slides the moire pattern at no cost, and changes \(\mathbf u\) by \(\theta\hat z\times\boldsymbol\delta+(\boldsymbol\delta\cdot\nabla)\mathbf u\). Such a shift moves the pattern without changing its energy.

The start \(\mathbf u=0\) is special at zero field. Since \(V\) is even and the rigid stacking is odd in \(\mathbf r\), an odd \(\mathbf u\) stays odd. For a mirror \(m\) of \(V\), \(\hat z\times(m\mathbf r)=-m(\hat z\times\mathbf r)\), so \(\mathbf u(m\mathbf r)=-m\mathbf u(\mathbf r)\) is also preserved. Errors outside this symmetry class are not excited except by rounding and by small grid errors. This speeds convergence, but could also hide an instability, so a random perturbation belongs in any use of the scheme.

## 5. Large-twist limit

For large \(\theta\) within the model, elasticity dominates and \(\mathbf u\) is small. The rigid phases are \(\mathbf G_j\cdot(\theta\hat z\times\mathbf r)=\mathbf g_j\cdot\mathbf r\), with \(\mathbf g_j=-\theta\hat z\times\mathbf G_j\). Since \(\mathbf g_j\perp\mathbf G_j\), the force is transverse and \(K\mathbf G_j=\frac12\mu\theta^2G^2\mathbf G_j\). At zero field the condition \(K\mathbf u=2c_1\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r)\) gives

\[
\mathbf u=\frac{\eta}{G^2}\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r),\qquad \eta=\frac{4c_1}{\mu\theta^2}.
\]

The rigid energy is \(\langle V\rangle=3c_1\). The linear term is \(-2c_1\eta\cdot3\cdot\frac12=-3c_1\eta\), and the elastic energy returns half of it.

The next term is \(\frac12\langle\mathbf u\cdot H\mathbf u\rangle\), with \(H=-2c_1\sum_l\mathbf G_l\mathbf G_l\cos(\mathbf g_l\cdot\mathbf r)\). Because the three phases sum to zero, only the six products with three different indices survive. Each has \(\langle\cos\sin\sin\rangle=-\frac14\) and \((\mathbf G_l\cdot\mathbf G_j)(\mathbf G_l\cdot\mathbf G_k)=G^4/4\), which gives \(+\frac38c_1\eta^2\). The second-order change in \(\mathbf u\) does not enter at this order, because the quadratic energy is stationary at the first-order \(\mathbf u\). Thus

\[
W=3c_1-\tfrac32c_1\eta+\tfrac38c_1\eta^2+\dots,\qquad \tfrac32c_1\eta=\frac{6c_1^2}{\mu\theta^2}.
\]

The expansion requires \(\eta\ll1\).

## 6. Small-twist limit

At small twist, AB and BA domains fill triangles in which \(\mathbf u\) undoes the twist. Walls run along \(\mathbf A_i\) between AA nodes. Along \(\mathbf A_1\) the midpoint stacking is \(\mathbf a_1/2\), and the saddle's downhill direction \(\mathbf G_2\) is perpendicular to \(\mathbf a_1\), hence parallel to \(\mathbf A_1\). The stacking change is therefore along the wall: it is a shear wall.

Let \(s(x)\) be the stacking along this straight path, measured from AA, and \(x\) the distance across the wall. The path is a mirror line of \(V\), so no sideways force acts. The strain is \(\varepsilon_{xy}=s'/2\), so \(\varepsilon_{ij}\varepsilon_{ij}=s'^2/2\) and the elastic density is \(\mu s'^2/4\). With \(\varphi=Gs/2\), the three phases are \(2\varphi,-\varphi,-\varphi\), and

\[
V=2c_1(2\cos^2\varphi-1+2\cos\varphi)+3c_1=c_1(2\cos\varphi+1)^2 .
\]

The minima are at \(\varphi=2\pi/3,4\pi/3\) and the saddle is at \(\pi\). Completing the square,

\[
\gamma=\int\Big[\big(\tfrac{\sqrt\mu}{2}s'-\sqrt V\big)^2+\sqrt{\mu V}\,s'\Big]dx .
\]

The second term depends only on the end points. The minimum on this path has \(s'=2\sqrt{V/\mu}\), and

\[
\gamma=\frac2G\sqrt{\mu c_1}\int_{2\pi/3}^{4\pi/3}(-1-2\cos\varphi)\,d\varphi
=\frac2G\sqrt{\mu c_1}\Big(2\sqrt3-\frac{2\pi}3\Big).
\]

Since \(2/G=\sqrt3a/(2\pi)\),

\[
\boxed{\gamma=a\sqrt{\mu c_1}\left(\frac3\pi-\frac1{\sqrt3}\right)}
\]

For the profile set \(\psi=\varphi-\pi\) and \(\kappa=G\sqrt{c_1/\mu}\), so \(\psi'=\kappa(2\cos\psi-1)\). With \(t=\tan(\psi/2)\) this becomes \(t'=\frac\kappa2(1-3t^2)\), and

\[
\tan\frac\psi2=\frac1{\sqrt3}\tanh\frac{\sqrt3\kappa x}{2}.
\]

Dividing the total step \(a/\sqrt3\) by the largest slope \(2\sqrt{c_1/\mu}\) defines the width \(w=\frac{a}{2\sqrt3}\sqrt{\mu/c_1}\).

**Extraction.** Each node has six walls and each wall two nodes, so a cell holds three walls:

\[
E_{\rm cell}=3\gamma L+E_{\rm node}+\text{a remainder vanishing at large }L .
\]

The leading energy density is \(3\gamma L/(\sqrt3L^2/2)=2\sqrt3\gamma/L\). The simple estimate \(E_{\rm cell}/(3L)\) carries the slowly vanishing error \(E_{\rm node}/(3L)\). The difference estimate

\[
\gamma_{\rm diff}=\frac{E_{\rm cell}(2L)-E_{\rm cell}(L)}{3L}
\]

removes the node energy.

## 7. Worked example

The parameters are round values in the rough regime of parallel-stacked bilayer hBN: \(a=0.25\) nm, \(\mu=700\) and \(\lambda=350\) eV/nm², \(c_1=0.04\) eV/nm², \(P_0=2\) pC/m. With \(\sqrt{\mu c_1}=\sqrt{28}=5.2915\) eV/nm²,

\[
\gamma=0.25\times5.2915\times0.37758=0.4995\ \text{eV/nm},\qquad w=9.55\ \text{nm}.
\]

Equating \(2\sqrt3\gamma/L\) to the rigid energy \(3c_1=120\) meV/nm² gives 0.99°. This marks a crossover between two limiting forms, not a transition.

At 8°, \(\eta=0.0117\). The leading gain is 0.7035 meV/nm², and the next term lowers it by the fraction \(\eta/4=0.29\%\), to 0.7014. The relaxation gives 0.7014 meV/nm².

At small twist, with energies per wall length in eV/nm:

| \(\theta\) | \(L\) (nm) | steps | \(W\) (meV/nm²) | \(E_{\rm cell}/3L\) | \(\gamma_{\rm diff}\) |
|---|---|---|---|---|---|
| 1° | 14.3 | 17 | 86.18 | 0.3563 | – |
| 0.5° | 28.6 | 26 | 52.48 | 0.4340 | 0.5117 |
| 0.25° | 57.3 | 38 | 28.24 | 0.4670 | 0.5000 |
| 0.125° | 114.6 | 41 | 14.61 | 0.4833 | 0.4995 |
| 0.0625° | 229.2 | 41 | 7.43 | 0.4914 | 0.4995 |

Each difference uses its row and the one above. At 0.0625° the simple estimate is still 1.6% below \(\gamma\), while the difference estimate agrees with the closed form to \(3\times10^{-11}\), relative to \(\gamma\). That figure measures the numerics, not the accuracy of the model. The wall profile cut from the same two-dimensional solution matches the formula within \(3\times10^{-9}\) nm.

The node energy settles at \(-5.58\) eV. It can be negative because \(3\gamma L\) counts the walls up to the node centres; the deficit equals \(5.58/(6\times0.4995)=1.9\) nm of wall at each of six ends. The remainder falls from \(-0.57\) eV at 1° to \(-0.045\) eV at 0.5° and \(-4\times10^{-5}\) eV at 0.25°. This suggests exponential decay, which is not proved here.

The area with \(|P|>0.9P_0\) is 5.7% in the rigid moire, 13% at 1°, 58% at 0.25° and 87% at 0.0625°.

**Grid.** At 0.25°, spacings of 2.73, 1.85 and 1.27 nm give relative energy errors of \(4.9\times10^{-4}\), \(9.5\times10^{-6}\) and \(3.7\times10^{-8}\), against a spacing of 0.76 nm. The fall is roughly exponential, as expected for a smooth map. For the wall formula alone, the nearest complex singularity is where \(\tan(\psi/2)=\pm i\), at \(|x|=2\pi/(3\sqrt3\kappa)=w/\sqrt3=5.5\) nm. Wall amplitudes thus fall roughly as \(e^{-qw/\sqrt3}\), which would lower the error by \(e^{-4\pi w/3L}=e^{-0.70}\) per added grid point. The errors above (\(n=21,31,45\)) fall more slowly, by about \(e^{-0.39}\), because the sharper AA node, not the wall, limits the accuracy: at a fixed spacing of 2.73 nm the error in \(E_{\rm cell}\) is 0.040 eV at \(L=57\) nm and only 0.042 eV at \(L=172\) nm. For these parameters, a spacing near \(w/7\) is ample.

**Convergence.** At 0.5° the largest factors are 1, 1, 0.861, 0.757, 0.757 and 0.723. After random displacements of 0.005 nm standard deviation, the residual finally shrinks by 0.861 per step and the energy returns to its former value. The symmetric start shows 0.49. At 0.125° a cold start takes 45 steps instead of 41 and reaches the same energy, so continuation saves little here.

## 8. Field response

At a stationary state the change of \(\mathbf u\) does not contribute to \(dW/dE\), so \(\langle P\rangle=-dW/dE\). At 1 MV/cm the mean polarization is 1.25% of \(P_0\) at 0.5° and 4.19% at 0.25°. Energy differences between 0.9 and 1.1 MV/cm reproduce both values to the digits quoted.

For sharp walls pinned at the nodes, the deflection under a fixed small pressure grows as \(L^2\) and the swept area as \(L^3\). Divided by the cell area, the response should grow as \(L\). The computed ratio is 3.4 for a doubling of \(L\), so this limit has not been reached; at 0.5° a wall is just three widths long.

The field runs take 95 and 465 steps. A bending wall has a restoring force proportional to \(1/L^2\), which would give step counts growing as \(L^2\). That soft bending causes the slowing is a conjecture consistent with these counts.

## 9. Real bilayers

Parallel-stacked hBN at small twist does form triangular domains of alternating polarization. The parameters above are rough, and the wall energy inherits their uncertainty as \(\sqrt{\mu c_1}\). The assumption of zero heterostrain matters most at the smallest twists. A relative strain of 0.1% is 46% of the twist \(\theta=0.00218\) at 0.125°, so it can change the moire periods by a comparable fraction. It also turns walls away from pure shear. For stacking change normal to the wall, \(\mu s'^2/4\) becomes \((\lambda+2\mu)s'^2/4\), and the same straight path costs \(\sqrt{1750/700}=1.58\) times as much.

Other omissions, sized for the same parameters:

- **Stacking harmonics.** Adding \(2c_2[\sum_j\cos(\mathbf G'_j\cdot\mathbf b)-3]\), where \(\mathbf G'_j\) are the differences of the \(\mathbf G_j\) and \(c_2=-0.01c_1\), raises the saddle by 8% and \(\gamma\) by 3.7%. The saddle energy must be fitted directly.
- **Electrostatics between domains.** Treat the polarization as charge sheets \(\pm P_{\mathbf q}/d\), with \(d=0.33\) nm, in vacuum. Removing the uniform part, already contained in \(V\), leaves \(\sum_{\mathbf q}\frac{|P_{\mathbf q}|^2}{2\epsilon_0}\big[\frac{1-e^{-qd}}{qd^2}-\frac1d\big]\). On the fixed map at 0.125° this is \(-0.40\%\) of \(W\).
- **Layer bending.** A rough rigidity of 1 eV and an AA height of 0.03 nm add 0.0003% of \(W\) at 0.125°.
- **Strain, discreteness, temperature.** The peak engineering shear of each layer in a straight wall (twice its tensor strain) is 0.76%, the wall spans 38 lattice constants, and \(k_BT\) at 300 K is 0.5% of \(\gamma w\). These support linear, continuum, zero-temperature walls, though long walls may still fluctuate.

## 10. Failure modes

- **Energy rises.** Likely causes are a \(\tau\) that is too small, which means below half the curvature bound, since \(K+\tau\le2(K+\tau/2)\) still prevents a rise (omitting the field term can raise the energy only for \(EP_0>9c_1\), about 290 MV/cm here, far above breakdown), or a gradient that does not belong to the discrete energy.
- **Coarse grid.** A spacing comparable with \(w/\sqrt3\) resolves the walls and especially the AA nodes poorly; at 0.25° it gives energy errors of a few percent.
- **Premature stopping.** With a field or disorder, small energy changes may reflect slow modes. The residual is the safer criterion.
- **Hidden instability.** The random test covers perturbations periodic in one cell at 0.5°; longer-wavelength distortions need a supercell.
- **Very strong field.** At BA the curvature is \(\frac32G^2(c_1-\frac{\sqrt3}2f)\), which vanishes at \(EP_0=3c_1\). With \(P_0=0.0125\) e/nm this is about 96 MV/cm, where BA stops being a local minimum. That lies far above the breakdown field of hBN, which is of order 10 MV/cm. At small twist the two-domain picture fails earlier: bending walls squeeze the unfavoured domains into a small area at much lower fields, and the larger \(L\), the lower the field needed.
- **Fixed cell.** Periodic \(\mathbf u\) keeps the mean twist and the wall network's topology, so untwisting and node removal are excluded.

The full values are in the numerical output below.

## Values computed for the example and the checks

```
lattice constant a = 0.25 nm; domain polarization = 2.0 pC/m
Lame constants mu, lambda = 700, 350 eV/nm^2
saddle energy c1 = 40.0 meV/nm^2; AA energy = 360 meV/nm^2
|G| = 29.021 1/nm; tau at zero field = 101.06 eV/nm^4
largest saddle curvature / tau = 1.000000
8 deg: energy gain, relaxed = 0.70137 meV/nm^2
8 deg: energy gain, formula = 0.70346 meV/nm^2
wall energy, closed form = 0.499491 eV/nm
wall width, closed form = 9.547 nm
twist where wall network equals rigid energy = 0.993 deg
rigid moire: energy = 120.0 meV/nm^2, polar area = 0.057
1.0 deg: L = 14.32 nm, grid 45, steps 17, W = 86.1778 meV/nm^2
   E_cell/(3L) = 0.356342 eV/nm, E_cell-3*gamma*L = -6.15135 eV, polar area = 0.133
0.5 deg: L = 28.65 nm, grid 45, steps 26, W = 52.4823 meV/nm^2
   E_cell/(3L) = 0.434025 eV/nm, E_cell-3*gamma*L = -5.62633 eV, polar area = 0.325
0.25 deg: L = 57.30 nm, grid 75, steps 38, W = 28.2359 meV/nm^2
   E_cell/(3L) = 0.467019 eV/nm, E_cell-3*gamma*L = -5.58148 eV, polar area = 0.577
0.125 deg: L = 114.59 nm, grid 135, steps 41, W = 14.6088 meV/nm^2
   E_cell/(3L) = 0.483255 eV/nm, E_cell-3*gamma*L = -5.58145 eV, polar area = 0.763
0.0625 deg: L = 229.18 nm, grid 243, steps 41, W = 7.4271 meV/nm^2
   E_cell/(3L) = 0.491373 eV/nm, E_cell-3*gamma*L = -5.58145 eV, polar area = 0.871
wall energy from 1.0 and 0.5 deg = 0.5117083 eV/nm, relative error 2.4e-02
wall energy from 0.5 and 0.25 deg = 0.5000124 eV/nm, relative error 1.0e-03
wall energy from 0.25 and 0.125 deg = 0.4994908 eV/nm, relative error 4.5e-07
wall energy from 0.125 and 0.0625 deg = 0.4994906 eV/nm, relative error 3.1e-11
largest wall profile deviation at 0.0625 deg = 2.5e-09 nm
0.125 deg: cold start steps = 45
0.25 deg, grid 21 (spacing 2.73 nm): relative energy error 4.9e-04
0.25 deg, grid 31 (spacing 1.85 nm): relative energy error 9.5e-06
0.25 deg, grid 45 (spacing 1.27 nm): relative energy error 3.7e-08
0.5 deg: contraction factors = 1.00000, 1.00000, 0.86098, 0.75733, 0.75733, 0.72339
0.5 deg: observed factor, random start = 0.86098, steps 95
0.5 deg: observed factor, symmetric start = 0.49150
0.5 deg, 1 MV/cm: <P>/P0 = 0.01249, from energy slope = 0.01249, steps 95
0.25 deg, 1 MV/cm: <P>/P0 = 0.04191, from energy slope = 0.04191, steps 465
nonlocal electrostatic energy / W at 0.125 deg = -0.400 %
bending energy / W at 0.125 deg = 0.00027 %
second star of -1 % of c1 changes wall energy by 3.72 %
peak shear of each layer in a wall = 0.756 %
wall width / lattice constant = 38.2
kT at 300 K / (wall energy x width) = 0.0054
```
